# Comment on counting every displaced atom in transient enhanced diffusion

**The argument under review**

The manuscript considers a dopant marker buried in a crystal that has been implanted and is then annealed. Each ion displaces about 200 lattice atoms. The dopant diffuses by means of interstitials, and every displaced atom is an interstitial. The manuscript concludes that the transient diffusion is driven by about 200 interstitials per ion, and for its parameters it predicts a marker broadening of about 450 nm.

The first three statements can stand. The conclusion needs one more premise, that the displaced atoms survive long enough to act on the marker. Each of them left a vacancy behind, and the manuscript does not follow the vacancies. The question is how much interstitial transport remains when both defects are followed.

**What recombination cannot remove**

Take a crystal with $N$ sites and $N$ host atoms, and add $A$ implanted atoms. Let $A_s$ of them sit on sites and $A_i=A-A_s$ between sites. Let $I$ be the number of host atoms off sites and $V$ the number of empty sites. The occupied sites number $N-V$, and they hold $N-I$ host atoms and $A_s$ dopants:

$$N-V=(N-I)+A_s\quad\Rightarrow\quad I-V=A_s .$$

Adding $A_i$ to both sides gives

$$I+A_i-V=A .$$

The number of Frenkel pairs has dropped out. Recombination lowers the interstitial and vacancy counts together, so once the vacancies are gone, one interstitial-type defect per ion is left, whether or not the dopants have reached sites.

This counting assumes that no atoms are sputtered and that no defects have yet reached the surface. It also needs a crystal: an amorphized layer has no lattice sites to count. The surface has to be treated explicitly, because it can take one kind of defect faster than the other.

**Transport with both defects**

Let $C_I$ and $C_V$ be the excess interstitial and vacancy concentrations, with equilibrium values negligible beside them, and let $C_c$ be the concentration of interstitials held in immobile clusters. In a one-dimensional mean-field model with all damage present at $t=0$,

$$\partial_t C_I=D_IC_I''-kC_IC_V-aC_I+bC_c,$$
$$\partial_t C_V=D_VC_V''-kC_IC_V,\qquad \partial_t C_c=aC_I-bC_c .$$

Primes denote depth derivatives, $a$ and $b$ are the capture and release rates of the clusters, and $k=4\pi r(D_I+D_V)$ for capture radius $r$. The surface $x=0$ is a perfect sink, and a distant boundary $x=L$ reflects.

What matters for the dopant is the time-integrated interstitial concentration. Define the exposures

$$X_I(x)=D_I\int_0^\infty C_I\,dt,\qquad X_V(x)=D_V\int_0^\infty C_V\,dt .$$

Add the first and third rate equations and subtract the second. The recombination and cluster terms cancel:

$$\partial_t(C_I+C_c-C_V)=D_IC_I''-D_VC_V'' .$$

Integrate over all time. Every defect finally recombines or leaves through the surface, so the left side gives minus its initial value $S(x)$:

$$-(X_I-X_V)''=S(x).$$

Write $W=X_I-X_V$. The reflecting boundary gives $W'(L)=0$, so $W'(y)=\int_y^L S(x')\,dx'$. The sink gives $W(0)=0$, so a second integration yields

$$W(x)=\int_0^x dy\int_y^L S(x')\,dx'=\int_0^L\min(x,x')\,S(x')\,dx' .$$

The last step exchanges the integrations: for given $x'$, $y$ runs from 0 to the smaller of $x$ and $x'$.

Suppose that the $N_F$ pairs per ion are created with coincident interstitial and vacancy profiles, and that these and the extra interstitial all follow the ion profile $g(x)$, which is normalized and has mean depth $R_p$. Then $S=\Phi g$ for dose $\Phi$. At a depth beyond the damage, $\min(x,x')=x'$ wherever $g$ is appreciable, and

$$X_I=\Phi R_p+X_V .$$

The manuscript's result follows from the same model if $k$ is set to zero. The interstitials then obey $-X_I''=(1+N_F)\Phi g$ on their own, and $X_I=(1+N_F)\Phi R_p$. The disagreement is therefore entirely about recombination.

**How much the pairs still contribute**

The term $X_V$ is what the pairs add to the final exposure. To estimate it inside the damaged region, neglect diffusion and clusters while the defects recombine. Both concentrations then fall at the rate $kC_IC_V$, so $\delta=C_I-C_V$ is constant. Dividing the interstitial equation by $C_I$ gives

$$\frac{d\ln C_I}{dt}=-kC_V .$$

Initially $C_I=(1+N_F)\delta$. At the end the vacancies are gone and $C_I=\delta$. Integration gives $\int C_V\,dt=\ln(1+N_F)/k$, and hence

$$X_V\simeq\frac{D_V}{D_I+D_V}\,\frac{\ln(1+N_F)}{4\pi r}.$$

In this local approximation the pairs enter through a logarithm, not in proportion to their number. If the vacancies are immobile, the contribution vanishes, provided that practically all of them still recombine.

The approximation requires defects to recombine before they diffuse across the profile. An interstitial among vacancies of concentration $C$ survives for a time of order $1/(kC)$, in which it covers a squared distance of order

$$\frac{D_I}{kC}=\frac{1}{4\pi r(1+D_V/D_I)\,C}.$$

The root of this must be small compared with the width and depth of the damage. The same holds for the distance a vacancy covers among interstitials of concentration $C$, the root of $D_V/(kC)$, which is the stricter condition when vacancies are the faster defect.

**The manuscript's case in numbers**

I use round model parameters: $\Phi=0.2$ nm⁻² ($2\times10^{13}$ cm⁻²), a Gaussian profile with $R_p=100$ nm and standard deviation 25 nm, $N_F=200$, $r=0.3$ nm, $D_I=10^6$ nm²/s and $D_V/D_I=0.1$. The rate equations were solved by finite differences on a 2.5 nm grid with $L=600$ nm and an adaptive stiff time integrator, at first without clusters.

The initial peak vacancy density is 0.638 nm⁻³. The squared distance above is then $1/(4.15\times0.638)\approx0.4$ nm², or about 0.6 nm in length. When the density has fallen to the peak net excess, 0.00319 nm⁻³, the length is about 9 nm. Recombination therefore has a large lead over escape to the surface, and in the solution 99.987% of the vacancies recombine.

At $7.8\times10^{-4}$ s there remain 0.949 interstitials and 0.095 vacancies per ion. Their difference is 0.854, not 1, because the surface has by then taken 0.146 more interstitials than vacancies per ion. Yet the final exposure at 300 nm is 20.00 nm⁻¹, equal to $\Phi R_p=0.2\times100$ nm⁻¹ to the digits given.

The first moment of the net excess explains why the early loss does not matter. With $F=D_IC_I-D_VC_V$,

$$\frac{d}{dt}\int_0^L x\,(C_I+C_c-C_V)\,dx=\int_0^L xF''\,dx=\big[xF'-F\big]_0^L=-F(L),$$

since $F(0)=0$ and $F'(L)=0$. Until defects reach the far boundary, the moment is conserved: the sink removes defects at $x=0$, where they carry no moment. The net excess of 0.854 per ion therefore has a mean depth of $100/0.854\approx117$ nm. Fewer interstitials remain, but they lie deeper, and $\Phi R_p$ is unchanged.

At the damage peak, the computed $X_V$ is 0.100, 0.133 and 0.150 nm⁻¹ for 50, 200 and 400 pairs per ion. The logarithmic formula gives 0.095, 0.128 and 0.145 nm⁻¹, lower by 4 to 5% of the computed values. Eight times as many pairs raise $X_V$ by half, and for 200 pairs it is 0.7% of $\Phi R_p$. At 300 nm the ratio $X_I/(\Phi R_p)$ is 1.000 in all three cases.

**Consequence for the marker**

Assume that the dopant diffuses entirely through interstitials, in local equilibrium with them, so that its diffusivity is raised by $D_BC_I/C_I^*$. Here $D_B$ is its equilibrium diffusivity and $C_I^*$ the equilibrium interstitial concentration. The added time integral of the diffusivity is

$$\int\Delta D\,dt=\frac{D_B}{D_IC_I^*}\,X_I .$$

With $D_B=5\times10^{-4}$ nm²/s and $D_IC_I^*=2\times10^{-5}$ nm⁻¹ s⁻¹, this is $25\times20=500$ nm². Where the diffusivity is nearly uniform across the marker, the variance grows by twice this integral, 1000 nm², which corresponds to a length of 31.6 nm. A marker at a depth of 300 nm with an initial standard deviation of 10 nm, transported by Fick's law with the computed depth-dependent diffusivity, gains 994 nm². This leaves out the dopant flux driven by gradients of $C_I$ itself.

Without recombination the exposure is 201 times larger and the length $\sqrt{201}\approx14.2$ times larger, 448 nm. This is the manuscript's figure. It exceeds the depth of the marker, so it could not describe a symmetric broadening there in any case.

**Slow clusters do not rescue the argument**

It might be objected that clusters protect interstitials from recombination. In the balance for $X_I-X_V$ the cluster terms cancel, provided the clusters finally dissolve. Clusters can change the exposure only through $X_V$, by removing interstitials while vacancies are still present.

With $a=100$ s⁻¹ and $b=1$ s⁻¹, capture takes about 0.01 s, longer than the time by which most vacancies have gone. The exposure at 300 nm is again 1.000 times $\Phi R_p$. Capture fast enough to compete with recombination would be another matter: in this model, vacancies deprived of partners could then escape to the surface, and $X_V$ and the exposure would rise. Diffusion-limited clustering can be that fast, but the model lets no vacancy recombine at a cluster and lets vacancies form no clusters, so it cannot decide that case for a real crystal.

The duration does change. In a mobile time $\tau$ an interstitial is captured $a\tau$ times on average, for a mean time $1/b$ each, so its total time is $(1+a/b)\tau=101\,\tau$. The computed time to reach half the final exposure at 300 nm rises from 0.083 s to 8.3 s, a factor of about 100. Both times depend on the chosen $L$. A long transient is thus no evidence for a large number of surviving interstitials.

**Where one per ion is not enough**

The manuscript could make a sound case for a larger effect by a different route. Recoiling atoms may come to rest deeper, on average, than the vacancies they left. Let the mean shift be $\Delta$. Beyond the damage,

$$W=\Phi\big[R_p+N_F(R_p+\Delta)-N_FR_p\big]=\Phi(R_p+N_F\Delta),$$

and, where $X_V$ is negligible,

$$\frac{X_I}{\Phi R_p}\simeq1+\frac{N_F\Delta}{R_p}.$$

The exposure is therefore that of one interstitial per ion only if $N_F\Delta\ll R_p$, which is much stricter than $\Delta\ll R_p$. A shift of 0.5 nm gives $1+200\times0.5/100=2$, and the full solution gives 2.000.

This doubling does not mean that two interstitials per ion escape recombination. A vacancy lost to the surface leaves one interstitial without a partner, so the number that never recombine is one plus the number of vacancies lost there, per ion. That is 1.03 without the shift and 1.12 with it. What doubles is the first moment of the net excess, from 100 to 200 nm per ion. Local recombination leaves the positive and negative parts of $S$: about 2.1 interstitials per ion at a mean depth of 128 nm and 1.1 vacancies per ion near 65 nm. About one of these interstitials later recombines with the shallow vacancies, but it is mobile until then. Those that wander toward the surface are the more likely to be lost, and when the vacancies have fallen to 0.1 per ion, the 1.07 interstitials per ion that remain lie at a mean depth near 190 nm.

A low dose calls for separate care. The recombination distance estimated above grows as the damage density falls, and the cascades of individual ions cease to overlap, so a depth-averaged mean-field model is no longer adequate.

**Recommendation**

The manuscript should keep its $(1+N_F)\Phi$ interstitials and add the $N_F\Phi$ vacancies, with recombination, to the rate equations. If it prefers to follow interstitials alone, their source should be the net excess $\Phi$, provided that $N_F\Delta\ll R_p$, that cluster capture is slow beside recombination, and that the dose is high enough for $X_V\ll\Phi R_p$; at $\Phi=0.002$ nm⁻² the same equations give an exposure of about $3.4\,\Phi R_p$. If measured broadening then demands more, the manuscript should estimate $N_F\Delta/R_p$ for its implant before it assigns the difference to unrecombined pairs.
